The T1-Transformed Hamiltonian and the CCD Form of CCSD, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Dressing the Hamiltonian

**Q:** The CCSD equations are full of products of singles amplitudes. I am told that all of them can be moved into the integrals. What is the operation, and on what is it performed?

**A:** It is a similarity transformation of the Hamiltonian. I take a closed-shell determinant |Φ⟩ built from real orthonormal orbitals. Their atomic-orbital (AO) coefficients are the columns of C, so CᵀSC = 1, where S is the AO overlap matrix. The labels i, j, k, l are occupied orbitals, a, b, c, d are virtual ones, and p, q, r, s are any. With spin labels σ, τ,

E_pq = Σ_σ a†_pσ a_qσ

H = Σ_pq h_pq E_pq + ½ Σ_pqrs (pq|rs) Σ_στ a†_pσ a†_rτ a_sτ a_qσ.

In (pq|rs), the orbitals p and q belong to electron 1, and r and s to electron 2. The nuclear repulsion is a constant, added to the energy at the end. Atomic units are used. The singles operator and the transformed Hamiltonian are

T1 = Σ_ai t_ai E_ai

Ĥ = exp(−T1) H exp(T1).

**Q:** An exponential on each side of a two-electron operator suggests an infinite series, with three-electron operators and worse. Why should Ĥ be any simpler than that?

**A:** Because T1 is a one-electron operator, and it turns one ladder operator into a combination of ladder operators. Take a creation operator first. All operators below carry the same spin; for different spins the commutator vanishes. From a_j a†_p = δ_jp − a†_p a_j,

a†_b a_j a†_p − a†_p a†_b a_j
= δ_jp a†_b − a†_b a†_p a_j − a†_p a†_b a_j
= δ_jp a†_b.

The last two terms of the middle line cancel because creation operators anticommute. Multiplying by t_bj and summing gives

[T1, a†_p] = Σ_b t_bp a†_b for p occupied, and 0 for p virtual.

The result contains virtual creation operators only, and these commute with T1. The second commutator is therefore zero.

**Q:** And that settles the exponential?

**A:** Yes. Let O(λ) = exp(−λT1) O exp(λT1). Its derivative is −exp(−λT1) [T1, O] exp(λT1). If [T1, O] commutes with T1, the derivative is the constant −[T1, O], and integration from 0 to 1 gives O(1) = O − [T1, O]. Hence

exp(−T1) a†_p exp(T1) = a†_p − Σ_b t_bp a†_b.

Now let t be a square matrix over all orbitals, with t_ai in the virtual-row, occupied-column block and zeros elsewhere. Both cases, p occupied and p virtual, are then contained in

exp(−T1) a†_p exp(T1) = Σ_r a†_r (1 − t)_rp.

**Q:** Annihilation operators should follow the same pattern. Do they have the same sign?

**A:** The opposite one. Using a_q a†_b = δ_qb − a†_b a_q,

a†_b a_j a_q − a_q a†_b a_j
= a†_b a_j a_q − δ_qb a_j + a†_b a_q a_j
= −δ_qb a_j,

since a_j a_q + a_q a_j = 0. So [T1, a_q] = −Σ_j t_qj a_j for virtual q, and zero for occupied q. The operators on the right annihilate occupied orbitals and commute with T1, so again one commutator is enough:

exp(−T1) a_q exp(T1) = a_q + Σ_j t_qj a_j = Σ_s (1 + t)_qs a_s.

The two results are not adjoints of each other. That is possible because exp(T1) is not unitary.

**Q:** Then put them into the Hamiltonian. I want to see the index order, because a transpose is easily lost here.

**A:** Insert exp(T1) exp(−T1) = 1 between neighbouring ladder operators, so that each is transformed separately. The one-electron part becomes

Σ_pq h_pq Σ_rs a†_r (1 − t)_rp (1 + t)_qs a_s.

The coefficient of a†_r a_s is the dressed integral,

h̃_rs = Σ_pq (1 − t)_rp h_pq (1 + t)_qs,

or h̃ = (1 − t) h (1 + t). Now write h = Cᵀ h_AO C. On the left stands (1 − t)Cᵀ, which is the transpose of C(1 − tᵀ). On the right stands C(1 + t). Therefore

X = C(1 − tᵀ)
Y = C(1 + t)
h̃ = Xᵀ h_AO Y.

The transpose in X appears because X is used transposed. Written out by columns,

X_μi = C_μi
X_μa = C_μa − Σ_i C_μi t_ai
Y_μa = C_μa
Y_μi = C_μi + Σ_a C_μa t_ai.

X changes the virtual, or particle, columns, and Y changes the occupied, or hole, columns. For complex orbitals, the C in X is replaced by its complex conjugate.

**Q:** What about the two-electron part? It has four ladder operators.

**A:** Each is transformed independently. In a†_p a†_r a_s a_q the labels p and r are creation labels, and q and s are annihilation labels. I write dressed two-electron integrals with square brackets:

[pq|rs] = Σ_μνρλ X_μp Y_νq X_ρr Y_λs (μν|ρλ).

No new kind of operator arises, because four ladder operators go into combinations of four ladder operators. So

Ĥ = Σ_pq h̃_pq E_pq + ½ Σ_pqrs [pq|rs] Σ_στ a†_pσ a†_rτ a_sτ a_qσ.

This holds for amplitudes of any size. The polynomial degree can be read off: h̃ has two factors linear in t and is at most quadratic, while [pq|rs] has four and is at most quartic. The integral [ai|bj] shows what has been absorbed. Each of its four coefficient columns is a bare column plus a correction, so it stands for 2⁴ = 16 types of term in bare integrals.

**Q:** Two coefficient matrices for one set of orbitals is odd. Is this a change of orbitals or not?

**A:** It is a change to two sets of orbitals that are dual to each other. Their mutual overlap is

XᵀSY = (1 − t) CᵀSC (1 + t) = (1 − t)(1 + t) = 1 − t².

In (t²)_pq = Σ_r t_pr t_rq, the first factor needs r occupied and the second needs r virtual. So t² = 0 and XᵀSY = 1. In general neither set is orthonormal by itself. For instance, the overlap of Y_i with Y_j is δ_ij + Σ_a t_ai t_aj.

The columns Y_i have a direct meaning. Reversing the sign of T1 in the creation formula gives

exp(T1) a†_i exp(−T1) = a†_i + Σ_a t_ai a†_a,

which creates an electron in orbital Y_i. Since exp(T1) leaves the vacuum unchanged, exp(T1)|Φ⟩ is the single determinant made of the orbitals Y_i. The singles thus relax the occupied orbitals, and the X_a are the virtual functions orthogonal to all the relaxed Y_i.

**Q:** Show me such a relaxation in a real molecule.

**A:** Take LiH at a bond length of 4.0 bohr in the STO-3G basis, with four electrons in six orbitals. The amplitudes are those of the converged CCSD solution. STO-3G is a minimal basis, so the LiH numbers in this text illustrate the algebra and are not converged properties of the molecule. The largest singles amplitude, 0.0702 here, is 0.0375 in cc-pVDZ and 0.0248 in cc-pVTZ. The largest singles amplitude is 0.070239, from i = 2, the highest occupied orbital, to a = 3, the lowest virtual one. For the Li 2s coefficient of X_3, this amplitude alone gives

0.798941 − 0.070239 × 0.496916 = 0.764038.

The full value is 0.764030. The small rest comes from the other occupied orbital, i = 1. For the Li 2s coefficient of Y_2 the same amplitude gives

0.496916 + 0.070239 × 0.798941 = 0.553033,

against a full value of 0.548569. Here the rest comes from the other virtual orbitals, because Y_2 is summed over all a.

**Q:** Now the price. Which index permutations may I still use?

**A:** For real orbitals, the bare (pq|rs) are unchanged by p ↔ q, by r ↔ s, and by exchange of the two pairs, which makes eight equivalent orderings. In the dressed integrals the first label of each pair belongs to X and the second to Y. Exchange of whole pairs relabels the two electrons and respects this assignment:

[pq|rs] = [rs|pq].

Exchange inside a pair puts an X label where a Y label belongs, so in general it changes the value. So does exchange inside both pairs at once. In the notation ⟨pr|qs⟩ = (pq|rs), that last exchange is the one between bra and ket. Eight equivalent orderings have become two.

The one-electron integrals show the origin most plainly. Multiplying out (1 − t) h (1 + t),

h̃_ia = h_ia
h̃_ai = h_ai + Σ_b h_ab t_bi − Σ_j t_aj h_ji − Σ_jb t_aj h_jb t_bi.

For the LiH pair i = 2, a = 3, the bare value is 0.015428 hartree in both orders. After dressing, h̃_ia is still 0.015428 hartree, but h̃_ai is 0.030961 hartree. Likewise [ia|ia] keeps the bare value 0.020966 hartree, while [ai|ai] is 0.033210 hartree, which is 58% above the bare value.

**Q:** Is it a coincidence that one of the two orders kept its bare value?

**A:** No. In [ia|jb] the creation labels are occupied and the annihilation labels are virtual. These are the columns that X and Y leave alone, so [ia|jb] = (ia|jb) for any t.

**Q:** A Hamiltonian without bra-ket symmetry is not Hermitian. Could its energies become complex?

**A:** Not in the full determinant space. If H|Ψ⟩ = E|Ψ⟩, then

Ĥ exp(−T1)|Ψ⟩ = exp(−T1) H|Ψ⟩ = E exp(−T1)|Ψ⟩.

The eigenvalues are the same real numbers, and the right eigenvectors have changed. For LiH, the lowest eigenvalue plus the nuclear repulsion is −7.852166 hartree for both operators, which is the full CI energy in this basis. The argument needs the whole space. It does not cover a matrix of Ĥ cut down to a few determinants.

**Q:** I would like to write the equations with a Fock matrix. Does the nonsymmetric Hamiltonian have one?

**A:** Yes. It appears when Ĥ is normal-ordered with respect to |Φ⟩. Let capital letters be spin orbitals, and let braces mean that operators annihilating |Φ⟩ stand to the right, with the sign of the permutation. By Wick's theorem the remaining terms are contractions, and the nonzero ones pair a†_P with an a_Q to its right, with the value 1 if P = Q is occupied. For the one-electron part,

a†_P a_Q = {a†_P a_Q} + δ_PQ (P occupied).

In a†_P a†_R a_S a_Q, one contraction can be made in four ways. Pairing P with Q, or R with S, gives a plus sign. Pairing P with S, or R with Q, gives a minus sign, because one operator must be crossed. The symmetry [PQ|RS] = [RS|PQ] makes the four contributions equal in twos, which removes the factor ½. The coefficient of {a†_P a_Q} is then

h̃_PQ + Σ_R occ ([PQ|RR] − [PR|RQ]).

In the first sum R may have either spin. In the second it must have the spin of P and Q. Therefore

f̃_pq = h̃_pq + Σ_k (2[pq|kk] − [pk|kq]).

No step used bra-ket symmetry.

**Q:** Must I transform all the integrals before I can build this matrix?

**A:** No. Collect the occupied columns in a one-sided density,

P_ρλ = 2 Σ_k X_ρk Y_λk,

and form, still in the AO basis,

F_μν = h_μν + Σ_ρλ P_ρλ [(μν|ρλ) − ½ (μλ|ρν)].

Then f̃ = XᵀFY. In the exchange term, the creation label k of [pk|kq] sits on ρ and the annihilation label k on λ, which is the order in P. This density is in general not symmetric.

**Q:** You said h̃_ia stays bare. Does f̃_ia stay bare too?

**A:** It does not, because the occupied k in the sum carries the relaxed column Y_k. Substituting Y_k = C_k + Σ_c C_c t_ck in [ia|kk] and [ik|ka] gives

f̃_ia = f_ia + Σ_kc [2(ia|kc) − (ic|ka)] t_ck.

For converged Hartree–Fock orbitals f_ia = 0, and f̃_ia is the change of the mean field when only the annihilation columns of the density are relaxed, as in the one-sided P. It is not the response to the density of the relaxed determinant, which at first order in t also contains Σ_kc [2(ia|ck) − (ik|ca)] t_ck from the creation side. For the LiH pair it is 0.001102 hartree, while f̃_ai is 0.009872 hartree.

## Part 2. CCSD in the form of CCD

The symbols are those of Part 1. The matrix t holds the singles amplitudes t_ai. Ĥ = exp(−T1) H exp(T1) has the integrals h̃_pq and [pq|rs], made with X = C(1 − tᵀ) on creation labels and Y = C(1 + t) on annihilation labels. The relation [pq|rs] = [rs|pq] holds, exchange inside a pair is not allowed in general, and [ia|jb] is bare. The dressed Fock matrix is f̃_pq = h̃_pq + Σ_k (2[pq|kk] − [pk|kq]).

**Q:** So far this is a rewritten Hamiltonian. Where does coupled-cluster theory enter?

**A:** With the doubles operator

T2 = ½ Σ_aibj t_ai,bj E_ai E_bj, where t_ai,bj = t_bj,ai.

CCSD demands that exp(−T1 − T2) H exp(T1 + T2)|Φ⟩ have no component on singly excited determinants μ1 or doubly excited determinants μ2. T1 and T2 are built from virtual creation and occupied annihilation operators. All of these anticommute with one another, and each excitation contains an even number of them, so T1 and T2 commute. The exponential factorizes, and the inner factors turn H into Ĥ:

⟨μ1| exp(−T2) Ĥ exp(T2) |Φ⟩ = 0
⟨μ2| exp(−T2) Ĥ exp(T2) |Φ⟩ = 0.

The second line is the CCD condition with H replaced by Ĥ.

**Q:** An operator identity is not yet a working equation. How much of the exponentials survives?

So far, the singles amplitudes have been moved exactly into dressed integrals, and the CCSD doubles condition has taken the form of the CCD condition with H replaced by Ĥ. It remains to reduce the exponentials of T2 to working equations for the doubles, the singles and the energy, and to test them on LiH.

Numbers in the example were calculated in double precision.
